# Stochastic Variational Method for the Hydride Ion: Selection by a Secular Equation: verification in Python

```python
"""Stochastic variational method for the hydride ion with correlated Gaussians.

Result under test: if a basis has Ritz energies eps_i and one function is added,
the new Ritz energies solve
    f(lam) = lam - h0 - sum_i h_i^2 / (lam - eps_i) = 0,
where h_i couples Ritz state i to the orthogonalised new function and h0 is the
energy expectation value of that function.
Rydberg atomic units: H = -lap1 - lap2 - 2/r1 - 2/r2 + 2/r12, fixed nucleus.
Basis: (1 + P12) exp(-a r1^2 - b r2^2 - c r12^2), normalised;
a = 1/d1^2, b = 1/d2^2, c = 1/d12^2, with widths d in bohr.
The gain delta is the old lowest energy minus the new lowest energy.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
D_MIN, D_MAX = 0.1, 30.0
MIN_RESIDUAL = 1e-5


def primitive(p, q):
    """Overlap, kinetic and potential integrals of unsymmetrised Gaussians."""
    a, b, c = np.moveaxis(p, -1, 0)
    x, y, z = np.moveaxis(q, -1, 0)
    alpha, beta, gamma = a + x, b + y, c + z
    det = alpha * beta + gamma * (alpha + beta)
    i11, i22, i12 = (beta + gamma) / det, (alpha + gamma) / det, gamma / det
    a11, a22, a12 = a + c, b + c, -c
    b11, b22, b12 = x + z, y + z, -z
    trace = (i11 * (a11 * b11 + a12 * b12) + i22 * (a22 * b22 + a12 * b12)
             + i12 * (b11 * a12 + b12 * a22 + b12 * a11 + b22 * a12))
    overlap = np.pi**3 / det**1.5
    inverse_r = (-1 / np.sqrt(i11) - 1 / np.sqrt(i22)
                 + 1 / np.sqrt((alpha + beta) / det))
    return np.array([overlap, 6 * trace * overlap,
                     4 / np.sqrt(np.pi) * inverse_r * overlap])


def symmetrised(p, q):
    return 2 * (primitive(p, q) + primitive(p, q[..., [1, 0, 2]]))


def elements(p, q):
    """S, T, V between normalised symmetrised functions."""
    norm = np.sqrt(symmetrised(p, p)[0] * symmetrised(q, q)[0])
    return symmetrised(p, q) / norm


def matrices(basis):
    S, T, V = elements(basis[:, None], basis[None])
    return S, T + V


def solve(basis):
    S, H = matrices(basis)
    return eigh(H, S)


def border(basis, eps, C, cand):
    """Bordered-matrix entries for all candidate functions."""
    S, T, V = elements(basis[:, None], cand[None])
    own = elements(cand, cand)
    o, g = C.T @ S, C.T @ (T + V)
    residual = 1 - np.sum(o**2, axis=0)
    n2 = np.maximum(residual, 1e-14)
    h = (g - eps[:, None] * o) / np.sqrt(n2)
    h0 = (own[1] + own[2] - 2 * np.sum(o * g, axis=0)
          + np.sum(eps[:, None] * o**2, axis=0)) / n2
    return o, residual, h, h0


def two_level_gain(gap, weight):
    q = (np.abs(gap) + np.sqrt(gap**2 + 4 * weight)) / 2
    return np.where(gap > 0, weight / np.maximum(q, 1e-300), q)


def lowest_gain(eps, h, h0):
    """Monotone Newton solution for the energy gain of each candidate."""
    distance = (eps - eps[0])[:, None]
    weight, gap = h**2, h0 - eps[0]
    delta = two_level_gain(gap, weight[0])
    for iteration in range(200):
        den = np.where(weight > 0, distance + delta, 1.0)
        pull = np.sum(weight / den, axis=0)
        value = -gap - delta + pull
        if np.all(value <= 1e-14 * (np.abs(gap) + delta + pull)):
            return delta, iteration
        slope = 1 + np.sum(weight / den**2, axis=0)
        delta = delta + np.maximum(value / slope, 0)
    raise RuntimeError("secular iteration did not converge")


def draw(rng, number):
    logs = rng.uniform(np.log(D_MIN), np.log(D_MAX), (number, 3))
    return np.exp(-2 * logs)


def grow(size, number, seed):
    rng = np.random.default_rng(seed)
    cand = draw(rng, number)
    own = elements(cand, cand)
    basis = cand[[np.argmin(own[1] + own[2])]]
    eps, C = solve(basis)
    energies, deviation, tested = [eps[0]], 0.0, number
    while len(basis) < size:
        cand = draw(rng, number)
        tested += number
        _, residual, h, h0 = border(basis, eps, C, cand)
        gain, _ = lowest_gain(eps, h, h0)
        gain[residual < MIN_RESIDUAL] = -1
        best = np.argmax(gain)
        if gain[best] < 0:
            continue
        predicted = eps[0] - gain[best]
        basis = np.vstack([basis, cand[best]])
        eps, C = solve(basis)
        deviation = max(deviation, abs(eps[0] - predicted))
        energies.append(eps[0])
    return basis, np.array(energies), deviation, tested


def refine(basis, cycles, number, seed):
    rng = np.random.default_rng(seed)
    basis = basis.copy()
    energies, deviation, tested = [], 0.0, 0
    for _ in range(cycles):
        for k in range(len(basis)):
            rest = np.delete(basis, k, axis=0)
            eps, C = solve(rest)
            cand = np.vstack([basis[k], draw(rng, number)])
            tested += number
            _, residual, h, h0 = border(rest, eps, C, cand)
            gain, _ = lowest_gain(eps, h, h0)
            rejected = residual < MIN_RESIDUAL
            rejected[0] = False          # the old function always competes
            gain[rejected] = -1
            best = np.argmax(gain)
            basis[k] = cand[best]
            direct = solve(basis)[0][0]
            deviation = max(deviation, abs(direct - eps[0] + gain[best]))
        energies.append(direct)
    return basis, np.array(energies), deviation, tested


def stu_grid(s, ws, number):
    """Grid in s=r1+r2, t=r1-r2, u=r12 over 0<t<u<s."""
    x, wx = np.polynomial.legendre.leggauss(number)
    x, wx = (x + 1) / 2, wx / 2
    S, X, Y = np.meshgrid(s, x, x, indexing="ij")
    W = ws[:, None, None] * wx[None, :, None] * wx[None, None, :]
    U = S * X
    return S.ravel(), (U * Y).ravel(), U.ravel(), (W * S * U).ravel()


def stu_matrices(s, t, u, w, f, fs, ft, fu):
    """S, T, V by quadrature from function values and s,t,u derivatives."""
    volume = 2 * np.pi**2 * (s**2 - t**2) * u * w

    def inner(p, q, factor=1.0):
        return p.T @ (q * (volume * factor)[:, None])

    common = u * (s**2 - t**2)
    cross = (inner(fu, fs, 2 * s * (u**2 - t**2) / common)
             + inner(fu, ft, 2 * t * (s**2 - u**2) / common))
    T = 2 * (inner(fs, fs) + inner(ft, ft) + inner(fu, fu)) + cross + cross.T
    V = inner(f, f, 2 / u - 8 * s / (s**2 - t**2))
    return inner(f, f), T, V


# Gaussian integrals against quadrature from the definition.
x, wx = np.polynomial.legendre.leggauss(80)
s, t, u, w = stu_grid(7 * (x + 1), 7 * wx, 48)
r1, r2 = (s + t) / 2, (s - t) / 2
sample = np.array([[1.0, 2.0, 3.0], [1.5, 0.8, 2.0]])**-2
columns = []
for a, b, c in sample:
    total = np.zeros((4, len(s)))
    for p, q in ((a, b), (b, a)):
        f = np.exp(-p * r1**2 - q * r2**2 - c * u**2)
        total += np.array([f, -(p * r1 + q * r2) * f,
                           (-p * r1 + q * r2) * f, -2 * c * u * f])
    columns.append(total)
quad = np.array(stu_matrices(s, t, u, w, *np.moveaxis(np.array(columns), 0, -1)))
closed = symmetrised(sample[:, None], sample[None])
integral_error = np.max(np.abs(quad / closed - 1))
assert integral_error < 1e-8

# Secular equation, determinant, interlacing and vectors on a full spectrum.
levels = np.array([-1.0, -0.3, 0.2, 0.9, 2.0])
coupling = np.array([0.3, -0.2, 0.5, 0.1, 0.4])
corner = 0.5
M = np.diag(np.append(levels, corner))
M[-1, :-1] = M[:-1, -1] = coupling


def secular(lam):
    return lam - corner - np.sum(coupling**2 / (lam - levels))


for lam in (-2.3, -0.6, 0.4, 3.1):
    det = np.linalg.det(M - lam * np.eye(6))
    assert abs(det + np.prod(levels - lam) * secular(lam)) < 1e-10
edges = np.concatenate([[-4.0], levels, [5.0]])
roots = np.array([brentq(secular, lo + 1e-10, hi - 1e-10, xtol=1e-14)
                  for lo, hi in zip(edges[:-1], edges[1:])])
root_error = np.max(np.abs(roots - np.linalg.eigvalsh(M)))
assert root_error < 1e-11
for lam in roots:
    slope = 1 + np.sum(coupling**2 / (lam - levels)**2)
    vector = np.append(coupling / (lam - levels), 1) / np.sqrt(slope)
    assert abs(vector @ vector - 1) < 1e-12
    assert np.max(np.abs(M @ vector - lam * vector)) < 1e-9

# Lowest level uncoupled: it may remain lowest or be undercut.
for strength, undercut in ((0.1, False), (2.0, True)):
    D = np.diag([-1.0, 0.0, 0.5])
    D[1, 2] = D[2, 1] = strength
    gain, _ = lowest_gain(np.array([-1.0, 0.0]),
                          np.array([[0.0], [strength]]), np.array([0.5]))
    assert abs(-1 - gain[0] - np.linalg.eigvalsh(D)[0]) < 1e-12
    assert (gain[0] > 0) == undercut

# Small worked enlargement from two functions to three.
widths = np.array([[1.0, 3.0, 8.0], [2.0, 5.0, 8.0], [0.6, 2.0, 3.0]])
small = widths**-2
S3, H3 = matrices(small)
eps2, C2 = solve(small[:2])
o2, n2, h2, corner2 = border(small[:2], eps2, C2, small[2:])
gain2, steps2 = lowest_gain(eps2, h2, corner2)
bounds2 = [two_level_gain(corner2 - eps2[0], weight)[0]
           for weight in (h2[0]**2, np.sum(h2**2, axis=0))]
direct3 = eigh(H3, S3, eigvals_only=True)[0]
assert abs(eps2[0] - gain2[0] - direct3) < 1e-11

# Candidate ranking against one complete diagonalisation per candidate.
stage = grow(12, 100, 5)[0]
eps, C = solve(stage)
cand = draw(np.random.default_rng(8), 100)
residual = border(stage, eps, C, cand)[1]
cand = cand[residual > MIN_RESIDUAL]
_, _, h, h0 = border(stage, eps, C, cand)
gain, newton_steps = lowest_gain(eps, h, h0)
direct_gain = np.array([eps[0] - solve(np.vstack([stage, p]))[0][0] for p in cand])
ranking_error = np.max(np.abs(gain - direct_gain))
assert ranking_error < 1e-9
assert np.argmax(gain) == np.argmax(direct_gain)
assert np.all(two_level_gain(h0 - eps[0], h[0]**2) <= direct_gain + 1e-9)
assert np.all(two_level_gain(h0 - eps[0], np.sum(h**2, axis=0))
              >= direct_gain - 1e-9)

# Competitive growth, unselected growth, and refinement.
SIZE, DRAWS, CYCLES = 50, 250, 8
basis, growth, dev_grow, tested_grow = grow(SIZE, DRAWS, 1)
unselected = grow(SIZE, 1, 1)[1]
basis, cycles, dev_refine, tested_refine = refine(basis, CYCLES, DRAWS, 2)
energy = cycles[-1]
assert max(dev_grow, dev_refine) < 1e-7  # room for near-dependent basis roundoff
assert np.all(np.diff(growth) < 1e-8)
assert np.all(np.diff(np.append(growth[-1], cycles)) < 1e-8)
assert growth[-1] < unselected[-1]
assert energy < -1

# Separate variational calculation in Hylleraas coordinates.
x, wx = np.polynomial.laguerre.laggauss(16)
s, t, u, w = stu_grid(x / 2, wx * np.exp(x) / 2, 12)
powers = [(l, 2 * m, n) for l in range(6) for m in range(3) for n in range(6)
          if l + 2 * m + n <= 5]
f = np.array([s**l * t**m * u**n * np.exp(-s) for l, m, n in powers]).T
pl, pm, pn = np.array(powers).T
fs = f * (pl / s[:, None] - 1)
ft, fu = f * pm / t[:, None], f * pn / u[:, None]
root_volume = np.sqrt(2 * np.pi**2 * (s**2 - t**2) * u * w)
R = np.linalg.qr(f * root_volume[:, None], mode="r")
orthonormal = [np.linalg.solve(R.T, part.T).T for part in (f, fs, ft, fu)]
SH, TH, VH = stu_matrices(s, t, u, w, *orthonormal)
scales = np.linspace(0.5, 1.1, 25)
hyll = np.array([eigh(k**2 * TH + k * VH, SH, eigvals_only=True)[0]
                 for k in scales])
reference = hyll.min()
assert abs(energy - reference) < 1e-3  # finite Gaussian basis

print(f"Gaussian integrals, max relative error: {integral_error:.1e}")
print(f"six secular roots, max error: {root_error:.1e} (model units)")
print("SMALL EXAMPLE: widths d1, d2, d12 (bohr)")
for i, row in enumerate(widths):
    print(f"function {i + 1}:", *[f"{v:.1f}" for v in row])
for i in range(3):
    print(f"S row {i + 1}:", *[f"{v:.8f}" for v in S3[i]])
for i in range(3):
    print(f"H row {i + 1} (Ry):", *[f"{v:.8f}" for v in H3[i]])
print("old energies (Ry):", *[f"{v:.8f}" for v in eps2])
for i in range(2):
    print(f"Ritz vector {i + 1}:", *[f"{v:.8f}" for v in C2[:, i]])
print("overlaps o_i:", *[f"{v:.8f}" for v in o2[:, 0]])
print(f"residual norm squared N^2: {n2[0]:.8f}")
print("couplings h_i (Ry):", *[f"{v:.8f}" for v in h2[:, 0]])
print(f"corner h0 (Ry): {corner2[0]:.8f}")
print("bounds on gain (Ry):", *[f"{v:.8f}" for v in bounds2])
print(f"secular gain (Ry): {gain2[0]:.8f}; Newton steps: {steps2}")
print(f"secular energy (Ry): {eps2[0] - gain2[0]:.8f}")
print(f"direct energy (Ry): {direct3:.8f}")
print(f"RANKING: {len(cand)} candidates added to {len(stage)} functions")
print(f"max gain error (Ry): {ranking_error:.1e}; Newton steps: {newton_steps}")
print(f"HYDRIDE ION: width range {D_MIN} to {D_MAX} bohr")
print(f"draws per step: {DRAWS}; minimum N^2: {MIN_RESIDUAL:.0e}")
for k in (1, 2, 5, 10, 20, 30, 40, 50):
    print(f"growth K={k}: E = {growth[k - 1]:.8f} Ry")
print(f"unselected K={SIZE}: E = {unselected[-1]:.8f} Ry")
for k in (1, 2, 4, 8):
    print(f"refinement cycle {k}: E = {cycles[k - 1]:.8f} Ry")
print(f"random functions tested: {tested_grow + tested_refine}")
print(f"selection steps: {SIZE + SIZE * CYCLES}")
print(f"max secular-direct difference: {max(dev_grow, dev_refine):.1e} Ry")
print(f"Hylleraas terms: {len(powers)}; scale: {scales[hyll.argmin()]:.3f} /bohr")
print(f"Hylleraas energy: {reference:.8f} Ry")
print(f"Gaussian minus Hylleraas: {energy - reference:.2e} Ry")
print(f"margin below -1 Ry: {-1 - energy:.8f} Ry")
print(f"same margin: {(-1 - energy) * RY_EV:.5f} eV")
print("every check passed")
```

Printed output:

```
Gaussian integrals, max relative error: 8.1e-15
six secular roots, max error: 3.9e-16 (model units)
SMALL EXAMPLE: widths d1, d2, d12 (bohr)
function 1: 1.0 3.0 8.0
function 2: 2.0 5.0 8.0
function 3: 0.6 2.0 3.0
S row 1: 1.00000000 0.67773440 0.71032870
S row 2: 0.67773440 1.00000000 0.27729943
S row 3: 0.71032870 0.27729943 1.00000000
H row 1 (Ry): -0.21429462 -0.86037413 -0.01659856
H row 2 (Ry): -0.86037413 -0.80491016 -0.67615246
H row 3 (Ry): -0.01659856 -0.67615246 3.20246300
old energies (Ry): -0.89776870 1.16966073
Ritz vector 1: -0.28822191 -0.78194661
Ritz vector 2: -1.32908403 1.11269751
overlaps o_i: -0.42156565 -0.63553614
residual norm squared N^2: 0.41837622
couplings h_i (Ry): 0.23968142 0.02020559
corner h0 (Ry): 7.25878376
bounds on gain (Ry): 0.00703700 0.00708697
secular gain (Ry): 0.00703717; Newton steps: 2
secular energy (Ry): -0.90480587
direct energy (Ry): -0.90480587
RANKING: 100 candidates added to 12 functions
max gain error (Ry): 3.7e-14; Newton steps: 6
HYDRIDE ION: width range 0.1 to 30.0 bohr
draws per step: 250; minimum N^2: 1e-05
growth K=1: E = -0.85613388 Ry
growth K=2: E = -0.94333469 Ry
growth K=5: E = -1.00827137 Ry
growth K=10: E = -1.04438677 Ry
growth K=20: E = -1.05248206 Ry
growth K=30: E = -1.05443163 Ry
growth K=40: E = -1.05503434 Ry
growth K=50: E = -1.05526329 Ry
unselected K=50: E = -0.95812699 Ry
refinement cycle 1: E = -1.05533155 Ry
refinement cycle 2: E = -1.05535275 Ry
refinement cycle 4: E = -1.05537992 Ry
refinement cycle 8: E = -1.05540299 Ry
random functions tested: 112500
selection steps: 450
max secular-direct difference: 2.2e-13 Ry
Hylleraas terms: 34; scale: 0.650 /bohr
Hylleraas energy: -1.05541414 Ry
Gaussian minus Hylleraas: 1.12e-05 Ry
margin below -1 Ry: 0.05540299 Ry
same margin: 0.75380 eV
every check passed
```
